# How far can one silicon atom deflect an arsenic ion?

## Problem

Arsenic is implanted into silicon to make n-type layers. On its way in, a $^{75}$As ion of mass $m_1=74.922$ u and kinetic energy $E=50$ keV meets a $^{28}$Si atom of mass $m_2=27.977$ u. The atom is free and at rest, the collision is elastic, and the speeds are nonrelativistic. All angles are measured in the laboratory frame from the incoming direction, unless another frame is named.

1. What is the largest angle $\theta$ by which this one collision can deflect the ion, and does it depend on $E$ or on the force between the atoms?
2. Is the largest angle reached, and how is the energy then shared?
3. What changes if part of the energy excites electrons, or if the ion is lighter than silicon?

The quantity that will matter is the mass ratio

$$\mu=\frac{m_2}{m_1}=\frac{27.977}{74.922}=0.3734 .$$

## A first estimate by scaling

Suppose first that the ion is much heavier than the atom, $\mu\ll1$. It then moves on at nearly its initial speed $v_0$. Seen from the ion, the silicon atom arrives with speed $v_0$ and bounces off with the same speed in some new direction. Its sideways velocity is therefore at most about $v_0$, and sideways velocities are the same in the laboratory frame.

The atom thus carries off a sideways momentum of at most about $m_2v_0$. The ion must take the opposite sideways momentum, while its forward momentum stays near $m_1v_0$. For a small angle,

$$\theta_{\max}\approx\frac{m_2v_0}{m_1v_0}=\mu=0.373\ \text{rad}\approx21.4^\circ .$$

The speed has cancelled, so the estimate suggests a limit independent of energy. But the neglected changes of the ion's forward momentum are of relative order $\mu$, which is not small here. The argument alone would allow an error of about a third.

## Exact solution

### The bound from the conservation laws

Let $\mathbf p_0$ and $\mathbf p_1$ be the ion's momentum before and after the collision, and $\mathbf p_2$ the momentum of the recoiling atom. Momentum conservation gives $\mathbf p_2=\mathbf p_0-\mathbf p_1$. Squaring it, with $\theta$ the angle between $\mathbf p_0$ and $\mathbf p_1$,

$$p_2^2=p_0^2+p_1^2-2p_0p_1\cos\theta .\tag{1}$$

Energy conservation reads

$$\frac{p_0^2}{2m_1}=\frac{p_1^2}{2m_1}+\frac{p_2^2}{2m_2}.$$

Multiplying by $2m_2$ and solving for $p_2^2$,

$$p_2^2=\mu\,(p_0^2-p_1^2).\tag{2}$$

The recoil momentum is not asked for, so we equate (1) and (2) and collect all terms on one side:

$$(1+\mu)\,p_1^2-2p_0p_1\cos\theta+(1-\mu)\,p_0^2=0 .\tag{3}$$

For $\mu<1$ the first and last terms are positive or zero, and the last is never zero. The middle term must therefore be negative, which requires $\cos\theta>0$. The ion cannot be turned by $90^\circ$ or more.

Equation (3) is quadratic in $p_1$, with the solutions

$$\frac{p_1}{p_0}=\frac{\cos\theta\pm\sqrt{\cos^2\theta-(1+\mu)(1-\mu)}}{1+\mu}
=\frac{\cos\theta\pm\sqrt{\mu^2-\sin^2\theta}}{1+\mu}.\tag{4}$$

The second form uses $\cos^2\theta-1+\mu^2=\mu^2-\sin^2\theta$. A momentum is real, so the square root must be real:

$$\boxed{\;\sin\theta\le\mu=\frac{m_2}{m_1},\qquad \theta<90^\circ\;}\tag{5}$$

For the present pair, $\theta_{\max}=\arcsin 0.3734=21.9^\circ$. Neither the energy nor the force law has entered.

At the limit the root in (4) vanishes and $\cos\theta=\sqrt{1-\mu^2}$. The fraction of energy kept by the ion is then

$$\frac{E_1}{E}=\frac{p_1^2}{p_0^2}=\frac{1-\mu^2}{(1+\mu)^2}=\frac{1-\mu}{1+\mu}
=\frac{0.6266}{1.3734}=0.456 .\tag{6}$$

Of the 50 keV, the ion keeps 22.8 keV and the silicon atom receives 27.2 keV.

### Why the limit is reached

The conservation laws say what is allowed, not what the force brings about. For that, consider the centre of mass, which moves with velocity

$$V=\frac{m_1v_0}{m_1+m_2}=\frac{v_0}{1+\mu}.$$

Relative to it, the ion arrives with speed $v_0-V=\mu v_0/(1+\mu)=\mu V$. In this frame the two momenta are always opposite and equal, so the kinetic energy fixes both speeds. An elastic collision leaves them unchanged and turns the ion's velocity by some angle $\chi$.

Back in the laboratory, we add $V$ along the incoming direction. The ion's forward velocity is $V+\mu V\cos\chi$ and its sideways velocity is $\mu V\sin\chi$, so that

$$\tan\theta=\frac{\mu\sin\chi}{1+\mu\cos\chi}.\tag{7}$$

Geometrically, the final velocity is an arrow of length $V$ followed by one of length $\mu V$ in a free direction. Its tip lies on a circle that does not enclose the starting point when $\mu<1$. The steepest final velocity is tangent to this circle, hence perpendicular to the short arrow. This gives a right triangle with hypotenuse $V$ and side $\mu V$ opposite $\theta$, which is $\sin\theta_{\max}=\mu$ again.

The perpendicularity condition also fixes $\chi$. The scalar product of the final velocity with the short arrow is $\mu V^2\cos\chi+\mu^2V^2=0$, so $\cos\chi=-\mu$ and

$$\chi=90^\circ+\theta_{\max}=111.9^\circ .$$

Take a central force that is repulsive at every distance, strong enough at short range to stop a head-on approach, and negligible far away, as in the model used below. Then $\chi$ is $180^\circ$ in a head-on collision and tends to zero for a distant passage. Between these it varies continuously with the impact parameter $b$, the distance by which the ion's initial line of flight misses the atom. It must therefore pass through $111.9^\circ$, and the limit is reached.

The atom's direction follows too. In the centre-of-mass frame it has speed $V$ and leaves opposite to the ion. Its laboratory velocity has the forward part $V(1-\cos\chi)$ and a sideways part of size $V\sin\chi$. The recoil angle $\varphi$ thus obeys

$$\tan\varphi=\frac{\sin\chi}{1-\cos\chi}=\cot\frac{\chi}{2},\qquad
\varphi=90^\circ-\frac{\chi}{2}=45^\circ-\frac{\theta_{\max}}{2}=34.0^\circ .$$

### Which collisions do it

To find the impact parameter, a force must be chosen. The following values use the universal screened Coulomb potential of Ziegler, Biersack and Littmark. Newton's equations for both atoms were integrated numerically in the laboratory frame, with the atom initially at rest. At 50 keV:

| $b$ (nm) | $\theta$ (degrees) |
|---:|---:|
| 0 | 0 |
| 0.0020 | 12.4 |
| 0.0065 | 21.9 |
| 0.0100 | 19.9 |
| 0.0200 | 10.8 |
| 0.0500 | 1.9 |

A head-on collision does not deflect the heavy ion at all: it slows down and continues forward. A distant collision deflects it little because the force is weak. The maximum lies between, at $b=0.0065$ nm, where the atoms approach to 0.017 nm. These impact parameters and the angles away from the maximum belong to the chosen potential. With the Molière screening function the maximum moves to $b=0.0063$ nm and the other nonzero angles in the table change by about $0.3^\circ$, while the greatest angle stays $21.9^\circ$.

A search for the greatest deflection at other energies gives $b=0.0145$ nm at 10 keV and $b=0.0027$ nm at 200 keV. The greatest angle remains $21.9^\circ$. A faster ion must aim closer to the atom, but it gains no larger angle.

The two signs in (4) now have a meaning. For $\theta=15^\circ$, $\cos\theta=0.9659$ and $\sqrt{\mu^2-\sin^2\theta}=0.2692$, so

$$\frac{p_1}{p_0}=\frac{0.9659\pm0.2692}{1.3734}=0.899\ \text{or}\ 0.507 .$$

The trajectories with this deflection have $b=0.0149$ nm and $b=0.0026$ nm. They leave the ion with 40.4 keV and 12.9 keV respectively. The angle alone does not tell how hard the collision was; at the limit the two cases merge.

### Energy lost to excitation

Let an energy $Q\ge0$ go into internal excitation. Then

$$\frac{p_0^2}{2m_1}=\frac{p_1^2}{2m_1}+\frac{p_2^2}{2m_2}+Q .$$

Multiplying by $2m_2$ produces the extra term $2m_2Q$. Since $p_0^2=2m_1E$, this equals $\mu p_0^2Q/E$, and (2) becomes

$$p_2^2=\mu(p_0^2-p_1^2)-\mu p_0^2\frac{Q}{E}.$$

Equating this with (1) gives

$$(1+\mu)p_1^2-2p_0p_1\cos\theta+\left(1-\mu+\mu\frac{Q}{E}\right)p_0^2=0 .$$

Real solutions require

$$\cos^2\theta\ge(1+\mu)\left(1-\mu+\mu\frac QE\right)=1-\mu^2+\mu(1+\mu)\frac QE .$$

Subtracting both sides from 1,

$$\sin^2\theta\le\mu^2\left[1-\frac{Q}{E_{\rm rel}}\right],\qquad E_{\rm rel}=\frac{\mu E}{1+\mu}.\tag{8}$$

Here $E_{\rm rel}=13.59$ keV is the kinetic energy of the relative motion, the most that can be converted into excitation. A loss lowers the limit, so (5) remains a safe upper bound. For a trial loss of 1 keV, chosen to show the scale, the limit falls from $21.9^\circ$ to $21.1^\circ$.

### Equal masses and lighter ions

For $\mu=1$ the last term of (3) vanishes. The solution with a moving ion is $p_1=p_0\cos\theta$, which permits every angle below $90^\circ$. An arsenic ion that meets an arsenic atom implanted earlier is thus not held to $22^\circ$.

For $\mu>1$ the last term is negative. The product of the two roots of (3) is then negative, so exactly one root is positive for each $\theta$, and every angle is allowed. A boron ion, $^{11}$B, striking $^{28}$Si head-on comes straight back.

## Comparison of the estimate with the exact result

The estimate gave $21.4^\circ$ and the exact limit is $21.9^\circ$. The estimate is low by 2.4% of the exact value, far less than the third that its reasoning allowed. The expansion

$$\arcsin\mu=\mu+\frac{\mu^3}{6}+\dots$$

shows why: there is no term in $\mu^2$, and the first relative correction is $\mu^2/6=0.023$.

Equation (7) shows what the estimate missed. Taking the greatest sideways velocity means $\chi=90^\circ$, for which $\tan\theta=\mu$ and $\theta=20.5^\circ$. Replacing the tangent by the angle raised this to $21.4^\circ$. At the true maximum, the sideways velocity is smaller by the factor $\sin\chi=\sqrt{1-\mu^2}=0.928$. The forward velocity, however, is smaller by the factor $1+\mu\cos\chi=1-\mu^2=0.861$, so the path is steeper.

The estimate worsens as the masses approach each other. At $\mu=1$ it gives 1 rad, or $57^\circ$, where the exact bound is $90^\circ$. It also gives no sign that the limit disappears for $\mu>1$.

## The limit in a real implant

The energy of 50 keV is only an example, and the limit does not depend on this choice. Natural silicon is mostly $^{28}$Si, but the heavier isotopes raise the limit to $22.8^\circ$ for $^{29}$Si and $23.6^\circ$ for $^{30}$Si. "About 22 degrees" therefore describes the common isotope, and $23.6^\circ$ covers all three stable ones.

The atoms are not quite at rest. Let the silicon atom have velocity components $w_x$ along the beam and $w_y$ across it, both much smaller than $v_0$. The centre-of-mass velocity tilts by $\mu w_y/v_0$. The ratio of the short arrow to the long one becomes $\mu[1-(1+\mu)w_x/v_0]$ to first order. Since the derivative of $\arcsin\mu$ is $1/\sqrt{1-\mu^2}$, the limit changes by

$$\Delta\theta=\frac{\mu}{v_0}\left[w_y-\sqrt{\frac{1+\mu}{1-\mu}}\,w_x\right].$$

For a given speed $w$, the least favourable direction gives

$$\Delta\theta=\mu\frac{w}{v_0}\sqrt{\frac{2}{1-\mu}} .$$

A harmonic atom with a rough phonon energy $\hbar\omega=40$ meV has the mean kinetic energy $\tfrac34\hbar\omega\coth(\hbar\omega/2k_BT)$. At 300 K this corresponds to a root-mean-square speed of 565 m/s, against $v_0=3.59\times10^5$ m/s. At 50 keV the limit rises by only $0.06^\circ$ at that speed. The rise is proportional to $1/v_0$, so it grows as the ion slows down.

Binding matters little in this hard collision. Counting a rough displacement energy of 15 eV as a loss in (8) would shift the limit by only about $0.01^\circ$. This gives a scale, not the sign of the effect, because a bound atom also passes momentum to its neighbours, which (8) leaves out. At the rough neighbour distance of 0.235 nm, the model potential between arsenic and silicon is 1.5 eV, tiny beside $E_{\rm rel}$. The recoil energy of 27.2 keV, in contrast, is far above the displacement energy. The struck atom leaves its site and can displace others, creating damage that a later anneal has to repair.

The assumption that an implant really breaks is that of a single collision. Because the limit does not depend on energy, a slowed ion can be turned by another $21.9^\circ$ at its next $^{28}$Si atom, for a total of up to $43.9^\circ$. Successive turns add at most as their sum. Four such hits on atoms at rest give at most $87.7^\circ$, so at least five are needed to turn the ion past $90^\circ$; with enough of the heavier isotopes four can suffice, for example four $^{29}$Si or two $^{28}$Si and two $^{30}$Si, each giving up to $91.0^\circ$. The margin for $^{28}$Si is small: if the atoms are treated as free and each moves at 565 m/s in the least favourable direction, it closes when the ion enters the four hits with about 2 keV or less. The ion then leaves the last hit with less than 0.1 keV, where a displacement energy of 15 eV is no longer small and the free-atom picture fails, so this figure gives only a scale. The bound therefore limits each elastic encounter with a free silicon atom at rest, but not the ion's final direction.

All numerical values are calculated from the stated model.
